\section*{Counting QED vertex diagrams with zero-dimensional field theory}

\section*{Problem}

Consider QED with one lepton flavour. A vertex diagram has one open lepton line and one external photon, with the external propagators removed. It is \emph{proper} if it stays connected when any one internal line is cut. Lepton loops are oriented, and the two orientations of a loop count separately when they give different diagrams. Counterterm diagrams are not counted. By Furry's theorem, loops with an odd number of photon attachments, the external photon included, are discarded.

Let $\Gamma_n$ be the number of proper vertex diagrams with $n$ loops, and $\Gamma^{\rm q}_n$ the number of those without lepton loops. The tree vertex gives $\Gamma_0=\Gamma^{\rm q}_0=1$.

\begin{enumerate}
\item[(a)] Show that each diagram has weight one, and construct an ordinary integral over one variable $A$ that counts diagrams.
\item[(b)] Express the generating function $\Gamma(x)=\sum_n\Gamma_nx^n$ through the full lepton propagator $S(x)$ of this model.
\item[(c)] Find a recursion for $S$ and compute $\Gamma_1,\dots,\Gamma_5$.
\item[(d)] Compute $\Gamma^{\rm q}_1,\dots,\Gamma^{\rm q}_5$ and explain their relation to self-energy diagrams.
\item[(e)] Find how both counts grow at large $n$, including the first $1/n$ correction.
\item[(f)] At $x=-0.02$, compare the series through five loops with the integral that generates it.
\end{enumerate}

\section*{Solution}

\subsection*{(a) From diagrams to an integral}

In perturbation theory a diagram carries the factor $1/|{\rm Aut}|$, where Aut is the group of relabellings of its vertices that leave the diagram and its external legs unchanged. Here this group is trivial. The fixed external ends and the direction of the open line fix every vertex on that line. A photon leaving a fixed vertex ends on a fixed vertex. Once one vertex of a loop is fixed, the orientation fixes the next, and so on round the loop. Since the diagram is connected, every vertex is reached. The weight is therefore one, and a sum of weights is a number of diagrams.

To obtain this sum, replace every propagator by 1 and the photon field by a single variable $A$. The Gaussian moments
\begin{equation}
\langle A^{2m}\rangle_0=(2m-1)!!
\end{equation}
count the ways of joining $2m$ photon ends in pairs. Each vertex carries a factor $e$, and we set $x=e^2$. An $n$-loop proper vertex has $2n+1$ vertices; with one factor $e$ taken out, it contributes $x^n$.

The open line with any number of attachments gives $\sum_k(eA)^k=1/(1-eA)$. A loop with $k$ attachments has $(k-1)!$ cyclic orders, and the $k$ vertices bring $1/k!$, so its weight is $(eA)^k/k$. The physical factor $-1$ per lepton loop is replaced by $+1$, because diagrams are being counted, not evaluated.

Charge conjugation relates the two orientations of a loop by a factor $(-1)^k$, so for odd $k$ their sum vanishes. Keeping even $k$ gives
\begin{equation}
\sum_{k=2,4,\dots}\frac{(eA)^k}{k}=-\frac12\ln(1-xA^2).
\end{equation}
Any number of loops may occur, with $1/L!$ for $L$ loops, so this sum exponentiates. The weight and the average are
\begin{equation}
w(A)=\frac{e^{-A^2/2}}{\sqrt{1-xA^2}},\qquad
\langle f\rangle=\frac{\int f\,w\,dA}{\int w\,dA}.
\end{equation}
The denominator removes vacuum diagrams. The integrals are formal power series: expand in $x$ first, then integrate term by term. For $x>0$ the unexpanded integrand is singular at $A=\pm1/\sqrt x$.

\subsection*{(b) The proper vertex}

Since $w$ is even in $A$, the full lepton and photon propagators are
\begin{equation}
S=\Big\langle\frac1{1-eA}\Big\rangle=\Big\langle\frac1{1-xA^2}\Big\rangle,\qquad D=\langle A^2\rangle .
\end{equation}
The three-point function contains one extra factor $A$ for the external photon. Odd powers of $A$ average to zero, which leaves
\begin{equation}
\Big\langle\frac{A}{1-eA}\Big\rangle
=\frac1e\Big\langle\sum_{j\ge1}(xA^2)^j\Big\rangle
=\frac1e\Big\langle\frac1{1-xA^2}-1\Big\rangle=\frac{S-1}{e}.
\end{equation}
It is connected, because the possible disconnected part is proportional to $\langle A\rangle=0$.

Now consider a line whose cutting splits such a diagram. It cannot split off a part without external legs. Such a part would hang on one photon, and its loops would have an odd total number of attachments, so one of them would be odd. The line therefore separates one external leg from the other two and belongs to the full propagator of that leg. Removing two lepton propagators and one photon propagator leaves the proper vertex $e\Gamma$:
\begin{equation}
e\,\Gamma S^2D=\frac{S-1}{e}
\quad\Longrightarrow\quad
\Gamma=\frac{S-1}{xS^2D}.
\label{eq:general}
\end{equation}

To eliminate $D$, differentiate $Aw$. The Gaussian contributes $-A$ and the square root contributes $xA/(1-xA^2)$ to $w'/w$, so
\begin{equation}
\frac{d}{dA}(Aw)=w\left[1-A^2+\frac{xA^2}{1-xA^2}\right].
\end{equation}
At each order in $x$, $Aw$ is a polynomial times a Gaussian, so the integral of the left side vanishes. The last term in the bracket equals $1/(1-xA^2)-1$, with average $S-1$. Thus $0=1-D+S-1$, which gives
\begin{equation}
D=S,\qquad \boxed{\Gamma=\frac{S-1}{xS^3}} .
\label{eq:gamma}
\end{equation}
The equality $D=S$ concerns numbers of diagrams in this model; the physical propagators are different functions.

\subsection*{(c) Recursion and numbers}

Let $Z=\int w\,dA/\sqrt{2\pi}=\sum_nz_nx^n$. The binomial series and the Gaussian moments give
\begin{equation}
z_n=b_n(2n-1)!!,\qquad b_n=\frac1{4^n}\binom{2n}{n}.
\end{equation}
Because $b_{n+1}/b_n=(2n+1)/(2n+2)$ and the double factorial gains a factor $2n+1$,
\begin{equation}
2(n+1)z_{n+1}=(2n+1)^2z_n .
\end{equation}
With $\theta=x\,d/dx$, which multiplies $x^n$ by $n$, this reads
\begin{equation}
2\theta Z=x(2\theta+1)^2Z .
\label{eq:zode}
\end{equation}
Differentiating the weight gives $2\theta w=w\,xA^2/(1-xA^2)$. Hence $2\theta Z=(S-1)Z$ and $(2\theta+1)Z=SZ$. Applying the operator again,
\begin{equation}
(2\theta+1)(SZ)=2(\theta S)Z+S(2\theta+1)Z=(2xS'+S^2)Z .
\end{equation}
Insert this in (\ref{eq:zode}) and divide by $Z$:
\begin{equation}
S=1+xS^2+2x^2S' .
\end{equation}
For $S=\sum_ns_nx^n$, the coefficient of $x^{n+1}$ gives
\begin{equation}
s_{n+1}=\sum_{k=0}^ns_ks_{n-k}+2n\,s_n,\qquad s_0=1 .
\end{equation}
For example, $s_2=2+2=4$ and $s_3=(4+1+4)+4\cdot4=25$. Continuing,
\begin{equation}
S=1+x+4x^2+25x^3+208x^4+2146x^5+26368x^6+\cdots .
\end{equation}
Multiplying out the cube,
\begin{equation}
S^3=1+3x+15x^2+100x^3+834x^4+8409x^5+\cdots .
\end{equation}
Equation (\ref{eq:gamma}) says $\Gamma S^3=(S-1)/x$. Comparing coefficients order by order,
\begin{align}
\Gamma_1&=4-3=1,\nonumber\\
\Gamma_2&=25-3\cdot1-15=7,\nonumber\\
\Gamma_3&=208-3\cdot7-15\cdot1-100=72,\\
\Gamma_4&=2146-3\cdot72-15\cdot7-100\cdot1-834=891,\nonumber\\
\Gamma_5&=26368-3\cdot891-15\cdot72-100\cdot7-834\cdot1-8409=12672.\nonumber
\end{align}

\subsection*{(d) Diagrams without lepton loops}

Without loops the weight is the Gaussian alone. Nothing dresses the photon, so $D=1$, while
\begin{equation}
S_{\rm q}=\sum_n(2n-1)!!\,x^n,\qquad
\Gamma_{\rm q}=\frac{S_{\rm q}-1}{xS_{\rm q}^2}
\end{equation}
follows from (\ref{eq:general}), whose derivation did not need the loops. The ratio of successive coefficients of $S_{\rm q}$ is $2n+1$, which means $S_{\rm q}-1=x(S_{\rm q}+2xS_{\rm q}')$. Therefore
\begin{equation}
\Gamma_{\rm q}=\frac1{S_{\rm q}}+\frac{2xS_{\rm q}'}{S_{\rm q}^2}.
\end{equation}
A full propagator is a string of proper self-energies, $S_{\rm q}=1/(1-\Sigma_{\rm q})$. Thus $1/S_{\rm q}=1-\Sigma_{\rm q}$ and $S_{\rm q}'/S_{\rm q}^2=\Sigma_{\rm q}'$, so
\begin{equation}
\Gamma_{\rm q}=1-\Sigma_{\rm q}+2x\Sigma_{\rm q}',
\qquad \Gamma^{\rm q}_n=(2n-1)\sigma_n\quad(n\ge1),
\end{equation}
where $\sigma_n$ is the coefficient of $x^n$ in $\Sigma_{\rm q}$. The factor has a direct meaning: an $n$-loop proper self-energy has $2n$ vertices on its line, hence $2n-1$ internal lepton lines on which the external photon can be placed.

The relation $S_{\rm q}(1-\Sigma_{\rm q})=1$ gives
\begin{equation}
\sigma_n=(2n-1)!!-\sum_{k=1}^{n-1}(2k-1)!!\,\sigma_{n-k}.
\end{equation}
For instance, $\sigma_3=15-(1\cdot2+3\cdot1)=10$ and $\sigma_4=105-(10+3\cdot2+15)=74$. The first five values are $1,2,10,74,706$. Multiplication by $1,3,5,7,9$ yields
\begin{equation}
\Gamma^{\rm q}_1,\dots,\Gamma^{\rm q}_5=1,\;6,\;50,\;518,\;6354 .
\end{equation}

The remaining diagrams can be classified by the position of the external photon. The table was obtained by constructing on a computer all open lines, even loops and photon pairings, keeping the connected diagrams that no single cut separates, and dividing out relabellings.

\begin{center}
\begin{tabular}{rrrrr}
$n$ & total & no loop & \multicolumn{2}{c}{lepton loops, external photon}\\
 & & & on open line & on a loop\\
1 & 1 & 1 & 0 & 0\\
2 & 7 & 6 & 1 & 0\\
3 & 72 & 50 & 16 & 6\\
4 & 891 & 518 & 247 & 126\\
5 & 12672 & 6354 & 4020 & 2298
\end{tabular}
\end{center}

The single two-loop entry is vacuum polarization inserted in the one-loop vertex. The six three-loop diagrams in the last column are of light-by-light type: three photons join a four-attachment loop to the open line in $3!$ ways. If odd loops are admitted, the same construction gives 9 diagrams at two loops. The two extra ones are the orientations of a triangle carrying the external photon. Each need not vanish, but their sum does.

\subsection*{(e) Large orders}

By Stirling's formula, $b_n=(\pi n)^{-1/2}[1-1/(8n)+O(n^{-2})]$. Since $(2n-1)!!=2^nn!\,b_n$,
\begin{equation}
z_n=2^nn!\,b_n^2=\frac{2^nn!}{\pi n}\left[1-\frac1{4n}+O(n^{-2})\right].
\end{equation}
For a series $f$ with such factorial growth, a product of series is dominated by terms in which one factor carries nearly the whole order. Hence, for a function $F$ that is analytic at $f(0)$, as the logarithm and the inverse powers used below are at $f(0)=1$,
\begin{equation}
[F(f)]_n=f_n[F'(f)]_0+f_{n-1}[F'(f)]_1+O(f_{n-2}),
\label{eq:linear}
\end{equation}
where $[\cdot]_n$ denotes the coefficient of $x^n$. Terms with at least two orders in the other factors are smaller by $O(n^{-2})$.

From $2\theta Z=(S-1)Z$ we have $s_n=2n[\ln Z]_n$. Here $F'=1/Z=1-x/2+\cdots$ and $z_{n-1}/z_n\simeq1/(2n)$, so the logarithm supplies another factor $1-1/(4n)$:
\begin{equation}
s_n=\frac2\pi\,2^nn!\left[1-\frac1{2n}+O(n^{-2})\right].
\end{equation}
Next write $\Gamma=(S^{-2}-S^{-3})/x$. The derivative with respect to $S$ is $-2S^{-3}+3S^{-4}=1-6x+\cdots$, which gives $\Gamma_n\simeq s_{n+1}-6s_n$. With $s_n/s_{n+1}\simeq1/(2n)$, the corrections $-1/(2n)$ and $-3/n$ add:
\begin{equation}
\Gamma_n=\frac2\pi\,2^{n+1}(n+1)!\left[1-\frac7{2n}+O(n^{-2})\right].
\end{equation}
Without loops, $\Gamma_{\rm q}=(S_{\rm q}^{-1}-S_{\rm q}^{-2})/x$, and the derivative is $-S_{\rm q}^{-2}+2S_{\rm q}^{-3}=1-4x+\cdots$. The ratio of successive coefficients is now $1/(2n+1)$, so
\begin{equation}
\Gamma^{\rm q}_n=(2n+1)!!\left[1-\frac2n+O(n^{-2})\right].
\end{equation}
Using $(2n+1)!!=2^{n+1}(n+1)!\,b_{n+1}$, the fraction without lepton loops is
\begin{equation}
\frac{\Gamma^{\rm q}_n}{\Gamma_n}
=\frac\pi2\,b_{n+1}\left[1+\frac3{2n}+O(n^{-2})\right]
=\frac12\sqrt{\frac\pi n}\left[1+\frac7{8n}+O(n^{-2})\right].
\end{equation}
The last step uses $b_{n+1}=(\pi n)^{-1/2}[1-5/(8n)+O(n^{-2})]$.

Five loops are not yet asymptotic. The leading law gives $(2/\pi)\,2^6\,6!\simeq29335$, and the true count is 0.432 of it. The fraction without loops is $6354/12672=0.501$, against 0.396 from its leading law. At $n=160$, the recursions give 0.0705 against 0.0701.

These laws describe numbers of diagrams. They do not determine the size of QED coefficients, which also depends on the values and signs of the diagrams.

\subsection*{(f) The series at a negative argument}

For $x<0$ the square root in $w$ has no singularity on the real axis and the integrals converge. This corresponds to imaginary $e$ and is a mathematical device, not a physical coupling. At $x=-0.02$, numerical quadrature gives $S=D=0.98142773$ (eight digits are kept because $S-1$ is small and is divided by $x$), and (\ref{eq:gamma}) yields
\begin{equation}
\Gamma=\frac{0.98142773-1}{(-0.02)(0.98142773)^3}\simeq0.98234 .
\end{equation}
The series through five loops is
\begin{align}
&1-0.02+7(0.02)^2-72(0.02)^3+891(0.02)^4-12672(0.02)^5\nonumber\\
&\quad=1-0.02+0.0028-0.000576+0.00014256-0.00004055\nonumber\\
&\quad=0.98232601 .
\end{align}
With all digits of the quadrature retained, $\Gamma=0.98233565$. The integral exceeds the partial sum by $9.64\times10^{-6}$. One more step of the recursion gives $\Gamma_6=202770$, so the first omitted term is $202770\,(0.02)^6=1.30\times10^{-5}$. It has the sign of the difference and is somewhat larger.

This agreement does not mean that the series converges. By part (e), $\Gamma_n$ grows like $2^{n+1}(n+1)!$, so the ratio of term $n+1$ to term $n$ has magnitude about $2(n+2)|x|$ at large $n$. They eventually grow for any $x\ne0$; here the estimate places the turn at $n\simeq1/(2|x|)-2=23$, and with the exact coefficients the smallest term is indeed the one at $n=23$. The series is useful when truncated before that point.
